# Why Cherenkov losses can obscure dielectric band gaps: test program

```python
"""Cherenkov loss inside a dielectric band gap.
Result under test: in a transparent medium of permittivity eps an electron
loses energy to light only if beta^2*eps > 1 (beta = v/c). The bulk rate is
then (1/c^2)*(1 - 1/(beta^2*eps)) per bohr and hartree; otherwise it is zero.
Symbols: T kinetic energy, q transverse wavevector, q_c aperture cutoff,
eps = eps1 + i*eps2. Internal units: Hartree atomic, Gaussian fields.
Energies passed to functions are in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_UM = sc.physical_constants["Bohr radius"][0] * 1e6
REST = sc.m_e * sc.c**2 / sc.e            # electron rest energy, eV
C = 1 / sc.fine_structure                 # speed of light, a.u.
TO_LAB = 1 / (HARTREE * BOHR_UM)          # to 1/(eV um)
APERTURE = 5e-3                           # collection semi-angle, rad
EPS = 4.0
BEAMS = (60e3, 200e3)


def beta_of(T):
    gamma = 1 + T / REST
    return np.sqrt(1 - 1 / gamma**2)


def cutoff(T):
    """Transverse wavevector at the aperture edge, a.u."""
    return (1 + T / REST) * beta_of(T) * C * APERTURE


def loss_parts(E, eps, T):
    """Closed-form rate: interband part and Cherenkov-continuing part."""
    beta, w = beta_of(T), E / HARTREE
    v = beta * C
    a = (w / v)**2 * (1 - beta**2 * eps)
    L = np.log(cutoff(T)**2 + a) - np.log(a)
    pref = TO_LAB / (np.pi * v**2)
    inverse = 1 / eps
    return -pref * inverse.imag * L.real, pref * (beta**2 - inverse.real) * L.imag


def loss(E, eps, T):
    return sum(loss_parts(E, eps, T))


def loss_maxwell(E, eps, T, n=60000):
    """Rate from a numerical solution of Maxwell's equations at each q."""
    w, v, charge = E / HARTREE, beta_of(T) * C, -1.0
    qz = w / v
    lnx = np.linspace(-8, np.log(cutoff(T) / qz), n)
    q = qz * np.exp(lnx)
    vec = np.stack([q, np.zeros(n), np.full(n, qz)], axis=1)
    diag = (vec**2).sum(axis=1) - eps * w**2 / C**2
    M = diag[:, None, None] * np.eye(3) - vec[:, :, None] * vec[:, None, :]
    source = np.zeros((n, 3, 1), dtype=complex)
    source[:, 2, 0] = 4j * np.pi * w / C**2 * charge * v
    field_z = np.linalg.solve(M, source)[:, 2, 0]
    integrand = -charge * q**2 * field_z.real / (2 * np.pi**2 * v * w)
    return trapezoid(integrand, lnx) * TO_LAB, q[np.argmax(integrand)]


def mismatch(T, cosine, photon=1.0, n=np.sqrt(EPS)):
    """Exact electron energy released minus photon energy, eV."""
    total = T + REST
    p = np.sqrt(total**2 - REST**2)
    k = n * photon
    after = np.sqrt(REST**2 + p**2 + k**2 - 2 * p * k * cosine)
    return total - after - photon


def kramers_kronig(E, eps2, low):
    """Real permittivity from the absorption eps2, which starts at low."""
    high = 80.0
    full = lambda x: x * eps2(x) / (x**2 - E**2)
    if E > low:
        near = quad(lambda x: x * eps2(x) / (x + E), low, high,
                    weight="cauchy", wvar=E, limit=300)[0]
    else:
        near = quad(full, low, high, limit=300)[0]
    return 1 + 2 / np.pi * (near + quad(full, high, np.inf)[0])


def insulator(gap, peak, width, static):
    """Tauc-Lorentz absorption scaled to a given static permittivity."""
    def shape(x):
        if x <= gap:
            return 0.0
        return (x - gap)**2 / (x * ((x**2 - peak**2)**2 + width**2 * x**2))
    unit = 1e4
    scale = unit * (static - 1) / (
        kramers_kronig(0.0, lambda x: unit * shape(x), gap) - 1)
    eps2 = lambda x: scale * shape(x)
    return lambda E: complex(kramers_kronig(E, eps2, gap), max(eps2(E), 1e-12))


# Threshold and emission angle against exact conservation laws.
# Tolerance 1e-4 covers the recoil of order photon energy / (c p).
T_threshold = REST * (1 / np.sqrt(1 - 1 / EPS) - 1)
T_exact = brentq(lambda T: mismatch(T, 1.0), 30e3, 300e3)
assert abs(T_exact / T_threshold - 1) < 1e-4
assert np.all(mismatch(60e3, np.linspace(-1, 1, 2001)) < 0)
cos_light = 1 / (np.sqrt(EPS) * beta_of(200e3))
cos_exact = brentq(lambda x: mismatch(200e3, x), 0, 1)
assert abs(cos_exact - cos_light) < 1e-4

# Closed-form loss against the Maxwell solution, weak and strong absorption.
for T in BEAMS:
    for eps_test in (4 + 0.02j, 5.5 + 1.5j, 1.2 + 4j):
        numeric = loss_maxwell(4.0, eps_test, T)[0]
        assert abs(numeric / loss(4.0, eps_test, T) - 1) < 1e-4

# Zero-damping limit: the linear damping term is removed by extrapolation.
limits = {}
for T in BEAMS:
    limits[T] = (2 * loss_maxwell(4.0, 4 + 0.01j, T)[0]
                 - loss_maxwell(4.0, 4 + 0.02j, T)[0])
frank_tamm = TO_LAB / C**2 * (1 - 1 / (EPS * beta_of(200e3)**2))
assert abs(limits[200e3] / frank_tamm - 1) < 5e-4
assert abs(limits[60e3]) < 5e-4 * frank_tamm

# Deflection at which the loss peaks; tolerance covers the damped width.
b200 = beta_of(200e3)
q_peak = 4.0 / HARTREE / (b200 * C) * np.sqrt(b200**2 * EPS - 1)
assert abs(loss_maxwell(4.0, 4 + 0.01j, 200e3)[1] / q_peak - 1) < 5e-3
deflection = q_peak / (cutoff(200e3) / APERTURE)
assert deflection < APERTURE / 100

# Kramers-Kronig routine against a Lorentz oscillator.
oscillator = lambda x: 200 / (100 - x**2 - 3j * x)
for E in (0.0, 5.0, 12.0):
    found = kramers_kronig(E, lambda x: oscillator(x).imag, 0.0)
    assert abs(found - 1 - oscillator(E).real) < 1e-5

# Two insulators with equal gap and static permittivity.
GAP = 5.0
wide = insulator(GAP, 14.0, 6.0, EPS)
steep = insulator(GAP, 7.5, 2.0, EPS)
critical = {T: 1 / beta_of(T)**2 for T in BEAMS}
for E in np.linspace(0.5, GAP, 10):
    assert wide(E).real < critical[60e3]
    assert loss(E, wide(E), 60e3) < 1e-8
    assert loss(E, wide(E), 200e3) > 0.9 * frank_tamm
edge, above = (loss(E, wide(E), 200e3) for E in (GAP, GAP + 1))
relative_rise = above / edge - 1
assert 0 < relative_rise < 0.25
assert loss(GAP + 1, wide(GAP + 1), 60e3) > 1e-5


def part_difference(E):
    interband, continuing = loss_parts(E, wide(E), 200e3)
    return interband - continuing


E_equal = brentq(part_difference, GAP + 1, 16.0)
assert steep(GAP).real > critical[60e3]
E_cross = brentq(lambda E: steep(E).real - critical[60e3], 0.5, GAP)
assert loss(E_cross - 0.1, steep(E_cross - 0.1), 60e3) < 1e-8
steep_edge = loss(GAP, steep(GAP), 60e3)
assert steep_edge > 1e-5

print(f"electron rest energy: {REST/1e3:.3f} keV")
print(f"speed of light: {C:.3f} a.u.")
print(f"constant permittivity: {EPS:.1f}")
print(f"threshold speed / c: {1/np.sqrt(EPS):.4f}")
print(f"threshold speed: {C/np.sqrt(EPS):.3f} a.u.")
print(f"threshold kinetic energy, formula: {T_threshold/1e3:.3f} keV")
print(f"threshold, exact recoil, 1 eV photon: {T_exact/1e3:.3f} keV")
for T in BEAMS:
    b = beta_of(T)
    print(f"{T/1e3:.0f} keV: gamma = {1+T/REST:.4f}, v/c = {b:.4f}")
    print(f"{T/1e3:.0f} keV: v = {b*C:.3f} a.u.")
    print(f"{T/1e3:.0f} keV: beta^2*eps = {b*b*EPS:.4f}")
    print(f"{T/1e3:.0f} keV: critical permittivity = {critical[T]:.3f}")
    print(f"{T/1e3:.0f} keV: aperture cutoff q_c = {cutoff(T):.4f} a.u.")
print(f"collection semi-angle: {APERTURE*1e3:.1f} mrad")
print(f"200 keV light emission angle: {np.degrees(np.arccos(cos_light)):.2f} deg")
print(f"200 keV deflection at 4 eV loss: {deflection*1e6:.2f} microrad")
print(f"200 keV in-gap rate, Frank-Tamm: {frank_tamm:.5f} 1/(eV um)")
print(f"200 keV in-gap rate, Maxwell limit: {limits[200e3]:.5f} 1/(eV um)")
print(f"60 keV in-gap rate, Maxwell limit: {abs(limits[60e3]):.1e} 1/(eV um)")
print(f"Insulator 1: gap {GAP:.1f}, peak 14.0, width 6.0 eV")
print("E (eV), eps1, eps2, rate 60 keV, rate 200 keV (1/(eV um))")
for E in (2.0, 4.0, 5.0, 6.0, 7.0, 8.0, 10.0):
    e = wide(E)
    r60, r200 = (loss(E, e, T) for T in BEAMS)
    print(f"{E:5.1f} {e.real:8.4f} {e.imag:8.4f} {r60:9.5f} {r200:9.5f}")
inter, cont = loss_parts(GAP + 1, wide(GAP + 1), 200e3)
print(f"200 keV at 6 eV, interband part: {inter:.5f} 1/(eV um)")
print(f"200 keV at 6 eV, Cherenkov-continuing part: {cont:.5f} 1/(eV um)")
print(f"200 keV relative rise from 5 to 6 eV: {100*relative_rise:.2f} %")
print(f"200 keV loss energy where the parts are equal: {E_equal:.2f} eV")
print(f"Insulator 2: gap {GAP:.1f}, peak 7.5, width 2.0 eV")
print(f"insulator 2 static permittivity: {steep(0.0).real:.4f}")
print(f"insulator 2 permittivity at gap edge: {steep(GAP).real:.4f}")
print(f"insulator 2: 60 keV Cherenkov loss starts at {E_cross:.3f} eV")
print(f"insulator 2: 60 keV rate at gap edge {steep_edge:.5f} 1/(eV um)")
print("success")
```

Output:

```
electron rest energy: 510.999 keV
speed of light: 137.036 a.u.
constant permittivity: 4.0
threshold speed / c: 0.5000
threshold speed: 68.518 a.u.
threshold kinetic energy, formula: 79.052 keV
threshold, exact recoil, 1 eV photon: 79.052 keV
60 keV: gamma = 1.1174, v/c = 0.4462
60 keV: v = 61.149 a.u.
60 keV: beta^2*eps = 0.7965
60 keV: critical permittivity = 5.022
60 keV: aperture cutoff q_c = 0.3416 a.u.
200 keV: gamma = 1.3914, v/c = 0.6953
200 keV: v = 95.283 a.u.
200 keV: beta^2*eps = 1.9338
200 keV: critical permittivity = 2.068
200 keV: aperture cutoff q_c = 0.6629 a.u.
collection semi-angle: 5.0 mrad
200 keV light emission angle: 44.02 deg
200 keV deflection at 4 eV loss: 11.25 microrad
200 keV in-gap rate, Frank-Tamm: 0.01786 1/(eV um)
200 keV in-gap rate, Maxwell limit: 0.01786 1/(eV um)
60 keV in-gap rate, Maxwell limit: 1.5e-08 1/(eV um)
Insulator 1: gap 5.0, peak 14.0, width 6.0 eV
E (eV), eps1, eps2, rate 60 keV, rate 200 keV (1/(eV um))
  2.0   4.0682   0.0000   0.00000   0.01818
  4.0   4.3029   0.0000   0.00000   0.01920
  5.0   4.5255   0.0000   0.00000   0.02008
  6.0   4.8822   0.0677   0.00196   0.02191
  7.0   5.3203   0.2670   0.00796   0.02447
  8.0   5.8291   0.6229   0.01518   0.02722
 10.0   6.9888   2.1306   0.02970   0.03254
200 keV at 6 eV, interband part: 0.00076 1/(eV um)
200 keV at 6 eV, Cherenkov-continuing part: 0.02115 1/(eV um)
200 keV relative rise from 5 to 6 eV: 9.14 %
200 keV loss energy where the parts are equal: 13.66 eV
Insulator 2: gap 5.0, peak 7.5, width 2.0 eV
insulator 2 static permittivity: 4.0000
insulator 2 permittivity at gap edge: 5.9979
insulator 2: 60 keV Cherenkov loss starts at 4.080 eV
insulator 2: 60 keV rate at gap edge 0.00602 1/(eV um)
success
```
